\section*{Why an Injected Carrier Packet in Intrinsic Germanium Does Not Drift}

\section*{Question}

A short pulse of light creates a small packet of extra electrons and holes in a bar of intrinsic germanium that carries a steady current. Electrons and holes both have large mobilities. Why does the packet spread without travelling along the bar?

\section*{The mechanism: moving carriers, stationary pattern}

A packet is a region where the carrier density exceeds its background value. It travels only if carriers accumulate on one side and are depleted on the other. Carrier motion alone is not enough: if equal numbers enter and leave every slice, the density pattern stays where it is.

Let $n$ and $p$ be the electron and hole densities, $\mu_n$ and $\mu_p$ their positive mobilities, and $E$ the field along $x$. At first $\mu_n$ and $\mu_p$ are constants. The bar is uniform and the problem one-dimensional. Trapping is absent, and recombination is negligible during the flight. With the Einstein relation $D=\mu V_T$, where $V_T=k_BT/q$ and $q>0$ is the elementary charge, the particle fluxes are
\begin{align}
F_p&=\mu_p\,(pE-V_T\,\partial_x p), \\
F_n&=-\mu_n\,(nE+V_T\,\partial_x n).
\end{align}
The minus sign in $F_n$ says that electrons drift against the field. Continuity and Poisson's equation read
\begin{equation}
\partial_t p=-\partial_xF_p,\qquad \partial_t n=-\partial_xF_n,\qquad
\varepsilon\,\partial_xE=q(p-n+N),
\end{equation}
with $N$ the uniform net donor density. The total current density, including displacement current, is
\begin{equation}
J=q(F_p-F_n)+\varepsilon\,\partial_tE. \label{eq:J}
\end{equation}
It is the same at every $x$, because
$\partial_xJ=-q\,\partial_t(p-n)+q\,\partial_t(p-n)=0$.

In intrinsic material $N=0$ and the equilibrium densities are $n_0=p_0=n_i$. A packet much wider than the Debye length is nearly neutral, so $n=p$. After the dielectric relaxation time the displacement current is negligible. Equation \eqref{eq:J} becomes
\begin{equation}
\frac{J}{q}=(\mu_n+\mu_p)\,nE+V_T(\mu_n-\mu_p)\,\partial_xn. \label{eq:Jneutral}
\end{equation}
Apart from the gradient term, the product $nE$ must be uniform. Where the packet raises the density, it raises the conductivity by the same factor, and the field falls by that factor. The hole drift flux $\mu_p nE$ and the electron drift flux $\mu_n nE$ are then uniform too. Both carriers stream through the packet, and drift accumulates neither.

To include the gradient, solve \eqref{eq:Jneutral} for $nE$ and insert it into $F_p$:
\begin{align}
F_p&=\frac{\mu_p}{\mu_n+\mu_p}\frac Jq
-V_T\mu_p\left[\frac{\mu_n-\mu_p}{\mu_n+\mu_p}+1\right]\partial_xn \nonumber\\
&=\frac{\mu_p}{\mu_n+\mu_p}\frac Jq-D_a\,\partial_xn,\qquad
D_a=\frac{2V_T\mu_n\mu_p}{\mu_n+\mu_p}.
\end{align}
The first term does not depend on $x$, so continuity gives
\begin{equation}
\partial_tn=D_a\,\partial_x^2n .
\end{equation}
This is pure diffusion. The packet was not assumed small, and $J$ may vary in time. The result rests on neutrality, $n_0=p_0$, constant mobilities and a field well below $V_T$ divided by the Debye length. In a stronger field the small residual charge adds to the spreading, even in a wide packet.

\section*{The formula for any doping}

Now let $n_0-p_0=N$ have either sign. A neutral packet has $n=n_0+\delta$ and $p=p_0+\delta$. Write $s=\mu_nn+\mu_pp$, with background value $s_0$. The hole share of the drift current is
\begin{equation}
f_p=\frac{\mu_pp}{s}.
\end{equation}
The current equation gives $E=[J/q-V_T(\mu_n-\mu_p)\partial_x\delta]/s$, and therefore
\begin{equation}
F_p=\frac Jq f_p-V_T\left[f_p(\mu_n-\mu_p)+\mu_p\right]\partial_x\delta .
\end{equation}
The second term is diffusion. The first contributes $-(J/q)(df_p/d\delta)\,\partial_x\delta$ to $\partial_t\delta$, which is transport at the velocity $v=(J/q)\,df_p/d\delta$. Since $ds/d\delta=\mu_n+\mu_p$,
\begin{equation}
\frac{df_p}{d\delta}
=\frac{\mu_p(\mu_nn+\mu_pp)-\mu_pp(\mu_n+\mu_p)}{s^2}
=\frac{\mu_n\mu_p(n-p)}{s^2}.
\end{equation}
For a small packet $s$ may be replaced by $s_0$. With $J/q=s_0E_0$, where $E_0$ is the field far from the packet, $v=\mu_aE_0$ and
\begin{equation}
\mu_a=\frac{\mu_n\mu_p(n_0-p_0)}{\mu_nn_0+\mu_pp_0}. \label{eq:mua}
\end{equation}
Positive $\mu_a$ means motion along the field.

The packet therefore moves only when adding pairs changes how the current is shared. In n-type material, extra pairs raise the hole share, and the packet moves in the direction of hole drift. In p-type material they raise the electron share, and it moves in the direction of electron drift. In intrinsic material the share is $\mu_p/(\mu_n+\mu_p)$ before and after injection.

The limits follow directly. Since $\mu_n>\mu_p$ in germanium, $\mu_a\to\mu_p$ for $n_0\gg p_0$, and $\mu_a\to-\mu_n$ when $p_0\gg n_0$ and also $\mu_pp_0\gg\mu_nn_0$. In clearly extrinsic material, a time-of-flight measurement thus yields approximately the minority-carrier mobility, provided the packet's excess density is small beside the doping. Near $n_0=p_0$ it yields neither carrier's mobility.

\section*{How neutrality is established}

The neutral argument leaves out the start of the motion. When the pairs have just been created, the field is still $E_0$ everywhere, and the extra holes and electrons begin to separate. The motion of the packet's centre can be followed without assuming neutrality.

Let $P=\int(p-p_0)\,dx$ be the number of injected pairs per unit area, $X_p$ the centroid of the excess holes, and $S=\int(E-E_0)\,dx$. Hold $J$ fixed. Multiplying hole continuity by $x$ and integrating by parts gives
\begin{equation}
P\dot X_p=\mu_pA,\qquad A=\int(pE-p_0E_0)\,dx ,
\end{equation}
because the diffusion term integrates to zero. Define $B=\int(nE-n_0E_0)\,dx$. Poisson's equation gives $p-n=p_0-n_0+(\varepsilon/q)\partial_xE$. Multiplied by $E$, its last term is the derivative of $\varepsilon E^2/2q$ and integrates to zero, so
\begin{equation}
A-B=(p_0-n_0)S .
\end{equation}
Integrating \eqref{eq:J} minus its far-field value gives
\begin{equation}
0=q(\mu_pA+\mu_nB)+\varepsilon\dot S . \label{eq:S}
\end{equation}
For $n_0=p_0$ we have $A=B=-(\varepsilon/q)\dot S/(\mu_n+\mu_p)$. With $X_p=S=0$ at the start, integration in time yields
\begin{equation}
X_p=-\frac{\mu_p}{\mu_n+\mu_p}\,\frac{\varepsilon S}{qP}. \label{eq:Xp}
\end{equation}
There is no term growing in proportion to time. The centre shifts only as far as the packet polarizes.

For a small packet, at any doping, drop products of small quantities: $A=E_0P+p_0S$ and $B=E_0P+n_0S$. Equation \eqref{eq:S} becomes
\begin{equation}
\frac{\varepsilon}{q}\dot S=-s_0S-(\mu_n+\mu_p)E_0P,
\end{equation}
with the solution
\begin{equation}
S=-\frac{(\mu_n+\mu_p)E_0P}{s_0}\left(1-e^{-t/\tau_d}\right),\qquad
\tau_d=\frac{\varepsilon}{qs_0}.
\end{equation}
The hole centroid therefore moves at
\begin{equation}
\dot X_p=\mu_pE_0\left[1-\frac{p_0(\mu_n+\mu_p)}{s_0}\left(1-e^{-t/\tau_d}\right)\right].
\end{equation}
At first this is $\mu_pE_0$, the velocity of free holes. After several $\tau_d$ the bracket is $\mu_n(n_0-p_0)/s_0$, which reproduces \eqref{eq:mua}.

In the intrinsic case the velocity is $\mu_pE_0e^{-t/\tau_d}$, so the holes shift by $\mu_pE_0\tau_d$ in all. The electrons shift by $-\mu_nE_0\tau_d$ by the same argument. The final separation is
\begin{equation}
X_p-X_n=(\mu_n+\mu_p)E_0\tau_d=\frac{\varepsilon E_0}{qn_i}. \label{eq:sep}
\end{equation}
This slight charge separation produces the field dip that stops the packet.

\section*{The numbers}

Take rough typical values for germanium at 300 K: $\mu_n=3900$ and $\mu_p=1900$ cm$^2$/Vs, $n_i=2.3\times10^{13}$ cm$^{-3}$, and relative permittivity 16. Let $E_0=10$ V/cm and the flight time be $1.0\ \mu$s. The packet is initially Gaussian with rms width $50\ \mu$m and peak excess $0.01\,n_i$.

The relaxation time is 66 ps and the Debye length $\sqrt{\varepsilon V_T/2qn_i}$ is $0.7\ \mu$m, so the packet is wide and the flight long. The thermal voltage divided by the Debye length is about 370 V/cm, far above $E_0$. If the holes moved as an independent packet, they would travel
\[
1900\times10\times10^{-6}\ \mathrm{cm}=190\ \mu\mathrm{m},
\]
and the electrons $390\ \mu$m the other way. Equation \eqref{eq:sep} instead predicts a separation of $0.038\ \mu$m.

The full equations, with Poisson's equation and displacement current, were integrated by finite differences in space and an implicit method in time. The injected carriers were also tagged and followed separately from the total density. After $1\ \mu$s:

\begin{itemize}
\item the tagged holes have moved $+189\ \mu$m and the tagged electrons $-389\ \mu$m;
\item the centre of the total excess hole density has moved $0.013\ \mu$m;
\item the excess holes and electrons are $0.038\ \mu$m apart.
\end{itemize}

As injected carriers drift out of the pattern, background carriers take their place. The packet mobility, taken from the centroid displacement after the initial relaxation, is below $0.001$ cm$^2$/Vs in magnitude.

The packet does spread. With $V_T=0.02585$ V,
\[
D_a=2\times0.02585\times\frac{3900\times1900}{5800}=66\ \mathrm{cm^2/s}.
\]
The variance grows by $2D_at$, so the rms width becomes
\[
\sqrt{(50\ \mu\mathrm m)^2+2D_at}\approx125\ \mu\mathrm m,
\]
as in the integration.

A packet with initial peak excess $3n_i$ also stays in place. Its mobility is 0.02 cm$^2$/Vs, a remnant of the changing polarization in \eqref{eq:Xp}. At the end its central excess is $1.197n_i$. The density gradient vanishes there, so uniform $nE$ requires a field change of $1/2.197-1=-54.5\%$, which is also the integrated value.

For contrast, put $10^{14}$ cm$^{-3}$ net donors in the bar. Then $n_0=1.050\times10^{14}$ and $p_0=5.04\times10^{12}$ cm$^{-3}$, and
\[
\mu_a=\frac{3900\times1900\times10^{14}}
{3900\times1.050\times10^{14}+1900\times5.04\times10^{12}}
\approx1768\ \mathrm{cm^2/Vs}.
\]
The integration gives 1765 cm$^2$/Vs and a displacement of $177\ \mu$m. With the same density of net acceptors, the formula gives $-3380$ and the integration $-3374$ cm$^2$/Vs. Even here the packet mobility is smaller in magnitude than the minority mobility, by about 7\% in the n-type bar and 13\% in the p-type bar.

\section*{When the zero fails}

\textbf{Residual doping.} For $|N|\ll n_i$, $n_0+p_0\approx2n_i$ and both densities are close to $n_i$, so \eqref{eq:mua} reduces to
\begin{equation}
\mu_a\approx\frac{\mu_n\mu_p}{\mu_n+\mu_p}\frac{N}{n_i}.
\end{equation}
The prefactor is 1278 cm$^2$/Vs. By the full formula \eqref{eq:mua}, net donors of $10^{10}$ cm$^{-3}$ give 0.56 cm$^2$/Vs, and $10^{12}$ cm$^{-3}$ give 55 cm$^2$/Vs. ``Intrinsic'' must therefore mean net doping far below $n_i$.

\textbf{A changing mobility ratio.} Let $b=\mu_n/\mu_p$ depend on density in an otherwise intrinsic bar. Then $f_p=1/(1+b)$ and $J/q=\mu_p(1+b)nE_0$, so
\begin{equation}
\mu_a=\mu_p(1+b)\,n\,\frac{d}{dn}\frac1{1+b}
=-\frac{\mu_pb}{1+b}\frac{d\ln b}{d\ln n}
=-\frac{\mu_n\mu_p}{\mu_n+\mu_p}\frac{d\ln b}{d\ln n}.
\end{equation}
An imposed dependence $b\propto n^{-0.1}$ gives 127.8 cm$^2$/Vs, and the full integration gives 127.5. Equal mobilities are not needed for the zero, but a constant ratio is.

\textbf{Very fine structure.} Neutrality cannot be maintained on scales far below the Debye length, where diffusion outruns dielectric relaxation. A density ripple of wavelength $\lambda=0.44\ \mu$m, for which $\lambda/2\pi$ is a tenth of the Debye length, shows this. In the linearized equations its slowest-decaying mode moves with mobility 1900 cm$^2$/Vs, the hole value, but it decays in about 1 ps, having advanced less than a thousandth of a wavelength. Here $\lambda/2\pi$ is comparable with the carriers' mean free path, so these equations are only a rough guide to real germanium at this scale. The onset is gradual: the same mode has about 1150 cm$^2$/Vs at $\lambda=4.4\ \mu$m and 18 cm$^2$/Vs at $\lambda=44\ \mu$m. These figures concern single ripples; the centroid law \eqref{eq:Xp} does not involve the packet width.

\section*{Beside a real germanium bar}

The chosen mobilities and $n_i$ are ordinary for pure germanium near room temperature. The assumption $n_0=p_0$ is sensitive to residual doping, as the figures above show.

Field-dependent mobilities also matter slightly. With drift speed $\mu E/(1+\mu E/v_s)$ and a rough $v_s=6\times10^6$ cm/s for both carriers, evaluating the hole flux at fixed current for slightly different densities gives $\mu_a=-4.2$ cm$^2$/Vs. This is likely an overestimate, because the assumed law lowers the mobility in proportion to the field, whereas the heating of carriers by a weak field lowers it only in proportion to the square of the field. The sign has a simple origin. The field dip restores the electron mobility more than the hole mobility, so $b$ rises inside the packet. A rough lifetime of $100\ \mu$s removes 1\% of the pairs during the flight. Trapping, surfaces and contacts are not included, and their effect is not estimated here. A uniform temperature is also assumed: a steady 10 V/cm dissipates about 2 W/cm$^3$, and $n_i$ rises steeply with temperature, so the bar must be cooled or the field pulsed.

Where these omitted effects are unimportant, a practical reading is therefore ``a few cm$^2$/Vs or less, if net doping is below about $5\times10^{10}$ cm$^{-3}$'', against 1900 and 3900 for the carriers. The same bar still conducts through both carriers: $qn_i(\mu_n+\mu_p)=0.0214$ S/cm. Conductivity adds the two mobilities because both carriers contribute current in the same direction. Packet drift measures the change in their shares, and in the intrinsic bar that change is zero.

Numbers in the example were calculated in double precision.
